# Absorbed Power in a Patterned, Film-Coated Wafer from Transfer Matrices: a program that tests the result

```python
"""Absorbed power in a patterned, film-coated absorbing wafer.

Result under test: for films with characteristic matrices M_j on a wafer of
admittance Ys, (B, C) = M_1...M_N (1, Ys), the wafer absorbs the fraction
    A_s = 4 Y0 Re(Ys) / |Y0 B + C|^2
of the incident power, and a block of wide regions absorbs I * sum(f_p A_p).
Symbols: E, H tangential fields (H in units of E/Z0), time factor exp(-i w t),
Y = H/E of a forward wave, k0 = 2 pi / wavelength, f_p area fractions.
Optical lengths are in nm; thermal quantities are in SI units.
Material values are rough typical ones for silicon processing.
"""
import numpy as np
from scipy.constants import Stefan_Boltzmann, zero_Celsius
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eig, eigh_tridiagonal, solve, toeplitz
from scipy.special import erf, erfcx


def normal_index_and_admittance(index, sine, pol):
    eps = complex(index) ** 2
    q = np.sqrt(eps - sine ** 2)
    return q, (q if pol == "s" else eps / q)


def stack_absorption(films, wafer_index, lam, theta=0.0, pol="s"):
    """films: (index, thickness) from top; returns R, film parts, wafer part."""
    sine, k0 = np.sin(theta), 2 * np.pi / lam
    y0 = normal_index_and_admittance(1.0, sine, pol)[1].real
    ys = normal_index_and_admittance(wafer_index, sine, pol)[1]
    field = np.array([1.0, ys], complex)
    flux = [ys.real]
    for index, thick in reversed(films):
        q, y = normal_index_and_admittance(index, sine, pol)
        c, s = np.cos(k0 * q * thick), np.sin(k0 * q * thick)
        field = np.array([[c, -1j * s / y], [-1j * y * s, c]]) @ field
        flux.append((field[0] * np.conj(field[1])).real)
    b, c = field
    denominator = abs(y0 * b + c) ** 2
    reflectance = abs(y0 * b - c) ** 2 / denominator
    film_parts = 4 * y0 * np.diff(flux)[::-1] / denominator
    return reflectance, film_parts, 4 * y0 * ys.real / denominator


def total_absorption(films, wafer_index, lam, theta=0.0, pol="s"):
    _, parts, wafer = stack_absorption(films, wafer_index, lam, theta, pol)
    return wafer + parts.sum()


def maxwell_absorption(films, wafer_index, lam, theta, pol):
    """Same quantities from integrated Maxwell equations and Joule heating."""
    sine, k0 = np.sin(theta), 2 * np.pi / lam

    def joule(eps, e, h):
        normal_field = 0.0 if pol == "s" else abs(sine * h / eps) ** 2
        return k0 * eps.imag * (abs(e) ** 2 + normal_field)

    eps = complex(wafer_index) ** 2
    q, ys = normal_index_and_admittance(wafer_index, sine, pol)
    decay = 2 * k0 * q.imag
    wafer_heat = quad(lambda u: joule(eps, np.exp(-u / 2), ys * np.exp(-u / 2))
                      / decay, 0, 50)[0]
    state = np.array([1.0, ys, 0.0], complex)
    film_heat = []
    for index, thick in reversed(films):
        eps = complex(index) ** 2

        def upward(_, v, eps=eps):
            if pol == "s":
                de, dh = 1j * k0 * v[1], 1j * k0 * (eps - sine ** 2) * v[0]
            else:
                de = 1j * k0 * (1 - sine ** 2 / eps) * v[1]
                dh = 1j * k0 * eps * v[0]
            return np.array([-de, -dh, joule(eps, v[0], v[1])])

        state[2] = 0.0
        state = solve_ivp(upward, (0, thick), state, method="DOP853",
                          rtol=1e-10, atol=1e-12).y[:, -1].copy()
        film_heat.append(state[2].real)
    cosine = np.cos(theta)
    y0 = cosine if pol == "s" else 1 / cosine
    incident = y0 * abs((state[0] + state[1] / y0) / 2) ** 2
    reflected = y0 * abs((state[0] - state[1] / y0) / 2) ** 2
    return (reflected / incident, np.array(film_heat[::-1]) / incident,
            wafer_heat / incident)


# ---------------------------------------------------------------- parameters
lam = 808.0
n_nitride, n_oxide = 2.0, 1.45
si_hot, si_cold = 4.0 + 0.05j, 3.7 + 0.006j
liner, pad, trench_depth, poly, gate_oxide = 50.0, 10.0, 300.0, 100.0, 2.0


def make_regions(si, trench_scale=1.0):
    return {
        "active": [(n_nitride, liner), (n_oxide, pad)],
        "trench": [(n_nitride, liner),
                   (n_oxide, (pad + trench_depth) * trench_scale)],
        "poly": [(n_nitride, liner), (si, poly), (n_oxide, gate_oxide)],
    }


regions = make_regions(si_hot)

# Matrix result against Maxwell's equations, both polarizations, 40 degrees
worst = 0.0
for films in regions.values():
    for pol in "sp":
        got = stack_absorption(films, si_hot, lam, np.radians(40), pol)
        ref = maxwell_absorption(films, si_hot, lam, np.radians(40), pol)
        worst = max(worst, abs(got[0] - ref[0]), abs(got[2] - ref[2]),
                    np.max(np.abs(got[1] - ref[1])))
        assert abs(ref[0] + ref[1].sum() + ref[2] - 1) < 1e-6
assert worst < 1e-6

# Range of absorption with the thickness of one lossless film
n_real = si_hot.real
half_wave = lam / (2 * n_oxide)
scan = np.array([total_absorption([(n_oxide, d)], n_real, lam)
                 for d in np.linspace(0, 2 * half_wave, 2001)])
bare_limit = 4 * n_real / (1 + n_real) ** 2
quarter_limit = 4 * n_oxide ** 2 * n_real / (n_oxide ** 2 + n_real) ** 2
assert abs(scan.min() - bare_limit) < 1e-5
assert abs(scan.max() - quarter_limit) < 1e-5
assert np.max(np.abs(scan[:1001] - scan[1000:])) < 1e-9


def grating_absorption(period, fraction, extra=25):
    """Full diffraction by oxide trenches in silicon, E along the trenches."""
    eps_si, eps_ox = si_hot ** 2, n_oxide ** 2
    top = int(1.25 * n_real * period / lam) + extra
    kx = np.arange(-top, top + 1) * lam / period
    unit = np.eye(len(kx))
    order = np.arange(len(kx))
    coefficients = (eps_ox - eps_si) * fraction * np.sinc(order * fraction)
    coefficients[0] += eps_si
    patterned = toeplitz(coefficients, coefficients)
    admittance = np.diag(np.sqrt(eps_si - kx ** 2 + 0j))
    layers = [(patterned, trench_depth), (eps_ox * unit, pad),
              (n_nitride ** 2 * unit, liner)]
    for permittivity, thick in layers:
        q2, modes = eig(permittivity - np.diag(kx ** 2))
        q = np.sqrt(q2 + 0j)
        q = np.where(q.imag < 0, -q, q)
        h_modes = modes * q
        phase = np.exp(2j * np.pi * q * thick / lam)
        back = solve(h_modes + admittance @ modes,
                     h_modes - admittance @ modes)
        back = phase[:, None] * back * phase[None, :]
        admittance = solve((modes @ (unit + back)).T,
                           (h_modes @ (unit - back)).T).T
    q_air = np.sqrt(1 - kx ** 2 + 0j)
    air = np.diag(q_air)
    r = solve(air + admittance, (air - admittance)[:, top])
    return 1 - np.sum(q_air.real * np.abs(r) ** 2)


# Area average for wide stripes, mean permittivity for very fine stripes
absorbed = {name: total_absorption(films, si_hot, lam)
            for name, films in regions.items()}
area_average = 0.5 * (absorbed["active"] + absorbed["trench"])
periods = [400.0, 2000.0, 8000.0, 32000.0]
diffraction = {p: grating_absorption(p, 0.5) for p in periods}
for p in periods[2:]:
    assert abs(diffraction[p] - area_average) < 0.5 * lam / p
assert abs(grating_absorption(8000.0, 0.5, 45) - diffraction[8000.0]) < 1e-3
n_mean = np.sqrt(0.5 * (si_hot ** 2 + n_oxide ** 2))
fine_model = total_absorption([(n_nitride, liner), (n_oxide, pad),
                               (n_mean, trench_depth)], si_hot, lam)
fine_full = grating_absorption(10.0, 0.5)
assert abs(fine_full - fine_model) < 2e-3

# ------------------------------------------------------------- block heating
fractions = {"A": {"active": 0.50, "trench": 0.20, "poly": 0.30},
             "B": {"active": 0.10, "trench": 0.85, "poly": 0.05}}
intensity, dwell, preheat = 2.0e8, 1.0e-3, 400.0
kappa, heat_capacity = 30.0, 2.2e6
diffusivity = kappa / heat_capacity
diff_length = np.sqrt(diffusivity * dwell)


def block_absorption(table, block):
    return sum(f * table[name] for name, f in fractions[block].items())


def surface_rise(power, k=kappa, c=heat_capacity):
    return 2 * power * np.sqrt(dwell / (np.pi * k * c))


def lateral_factor(wavenumber):
    x = wavenumber * diff_length
    return np.sqrt(np.pi) * erf(x) / (2 * x)


def depth_deficit(power, alpha):
    return power / (kappa * alpha) * (1 - erfcx(alpha * diff_length))


def block_factor(period, terms=4000):
    """Centre-to-centre contrast of equal alternating stripes, relative."""
    j = np.arange(terms)
    odd = 2 * j + 1
    return 4 / np.pi * np.sum((-1.0) ** j / odd
                              * lateral_factor(2 * np.pi * odd / period))


def discretized_rise(power, wavenumber=0.0, alpha=None):
    """Surface temperature from a finite-volume heat equation in depth."""
    cells, dz = 1000, 1.0e-6
    main = np.full(cells, 2 * diffusivity / dz ** 2)
    main[[0, -1]] = diffusivity / dz ** 2
    main += diffusivity * wavenumber ** 2
    rates, vectors = eigh_tridiagonal(
        main, np.full(cells - 1, -diffusivity / dz ** 2))
    rates = np.maximum(rates, 1e-6)
    source = np.zeros(cells)
    if alpha is None:
        source[0] = power
    else:
        source = -power * np.diff(np.exp(-alpha * dz * np.arange(cells + 1)))
    source /= heat_capacity * dz
    growth = -np.expm1(-rates * dwell) / rates
    first_cell = np.sum(vectors[0] * growth * (vectors.T @ source))
    return first_cell + (power * dz / (2 * kappa) if alpha is None else 0.0)


power = {b: intensity * block_absorption(absorbed, b) for b in fractions}
rise = {b: surface_rise(power[b]) for b in fractions}
contrast = rise["B"] - rise["A"]
mean_power = 0.5 * (power["A"] + power["B"])
alpha_hot, alpha_cold = (4 * np.pi * n.imag / (lam * 1e-9)
                         for n in (si_hot, si_cold))

uniform_numeric = discretized_rise(mean_power)
assert abs(uniform_numeric / surface_rise(mean_power) - 1) < 2e-3
k_test = 2 * np.pi / 500e-6
assert abs(discretized_rise(mean_power, k_test)
           / (surface_rise(mean_power) * lateral_factor(k_test)) - 1) < 2e-3
numeric_deficit = uniform_numeric - discretized_rise(mean_power, 0, alpha_cold)
assert abs(numeric_deficit / depth_deficit(mean_power, alpha_cold) - 1) < 0.02


def kernel_stripe_factor(period):
    """Relative contrast from the heat kernel summed over real-space stripes."""
    width, n = period / 2, np.arange(-30, 31)

    def stripe_sum(root_time):
        spread = 2 * np.sqrt(diffusivity) * root_time
        return np.sum((-1.0) ** np.abs(n) * 0.5
                      * (erf((n + 0.5) * width / spread)
                         - erf((n - 0.5) * width / spread)))

    end = np.sqrt(dwell)
    return quad(stripe_sum, 1e-9 * end, end, limit=200)[0] / end


assert abs(kernel_stripe_factor(500e-6) - block_factor(500e-6)) < 1e-3

# --------------------------------------------------- sizes of neglected effects
cold = {name: total_absorption(films, si_cold, lam)
        for name, films in make_regions(si_cold).items()}
trench_range = [total_absorption(make_regions(si_hot, s)["trench"], si_hot, lam)
                for s in (0.95, 1.05)]
bandwidth, cone = 10.0, np.radians(15)
nodes, weights = np.polynomial.legendre.leggauss(12)
band, ray_cone = {}, {}
for name, films in regions.items():
    band[name] = 0.5 * sum(w * total_absorption(films, si_hot,
                                                lam + bandwidth * x / 2)
                           for x, w in zip(nodes, weights))
    angles = cone * (nodes + 1) / 2
    flux_weight = weights * np.sin(angles) * np.cos(angles)
    values = [0.5 * sum(total_absorption(films, si_hot, lam, a, p)
                        for p in "sp") for a in angles]
    ray_cone[name] = np.dot(flux_weight, values) / flux_weight.sum()
peak_kelvin = preheat + zero_Celsius + rise["B"]
radiation = Stefan_Boltzmann * peak_kelvin ** 4 / power["B"]
kappa_start, capacity_start = 45.0, 2.0e6
start_rise = surface_rise(mean_power, kappa_start, capacity_start)
poly_part = stack_absorption(regions["poly"], si_hot, lam)[1][1]
kappa_oxide = 1.4
oxide_drop = poly_part * intensity * gate_oxide * 1e-9 / kappa_oxide

# -------------------------------------------------------------------- output
print(f"wavelength {lam:.0f} nm; nitride n {n_nitride}, oxide n {n_oxide}")
print(f"silicon index: hot {si_hot}, cold {si_cold}")
print(f"liner {liner:.0f}, pad oxide {pad:.0f}, trench {trench_depth:.0f} nm")
print(f"poly {poly:.0f} nm on oxide {gate_oxide:.0f} nm")
print(f"largest matrix-Maxwell difference {worst:.1e}")
print(f"oxide film on n={n_real}: A from {bare_limit:.4f} to {quarter_limit:.4f}")
print(f"thickness period {half_wave:.1f} nm")
for name, films in regions.items():
    R, parts, wafer = stack_absorption(films, si_hot, lam)
    print(f"{name}: R {R:.4f}, films {abs(parts.sum()):.4f}, wafer {wafer:.4f},"
          f" total {absorbed[name]:.4f}")
print(f"half trench, half active: area average A {area_average:.4f}")
for p in periods:
    print(f"diffraction, period {p / 1000:.1f} um: A {diffraction[p]:.4f}")
print(f"period 10 nm: diffraction {fine_full:.4f}, mean eps {fine_model:.4f}")
print(f"incident {intensity / 1e7:.1f} kW/cm2 for {dwell * 1e3:.1f} ms")
print(f"preheat {preheat:.0f} C; kappa {kappa:.0f} W/(m K)")
print(f"heat capacity {heat_capacity / 1e6:.1f} MJ/(m3 K)")
print(f"thermal diffusion length {diff_length * 1e6:.1f} um")
for b in fractions:
    f = fractions[b]
    print(f"block {b} fractions: active {f['active']:.2f}, "
          f"trench {f['trench']:.2f}, poly {f['poly']:.2f}")
    print(f"block {b}: A {block_absorption(absorbed, b):.4f}, "
          f"absorbed {power[b] / 1e7:.2f} kW/cm2")
    print(f"block {b}: rise {rise[b]:.1f} K, peak {preheat + rise[b]:.0f} C")
print(f"contrast of very wide blocks {contrast:.1f} K")
for p in (50e-6, 500e-6, 5e-3):
    print(f"block period {p * 1e6:.0f} um: factor {block_factor(p):.4f}, "
          f"contrast {contrast * block_factor(p):.1f} K")
for title, table in (("cold Si", cold), ("10 nm band", band),
                     ("15 deg cone", ray_cone)):
    print(f"{title}: active {table['active']:.4f}, "
          f"trench {table['trench']:.4f}, poly {table['poly']:.4f}")
print(f"cold Si blocks: A {block_absorption(cold, 'A'):.4f}, "
      f"B {block_absorption(cold, 'B'):.4f}")
print(f"trench oxide -5%, +5%: A {trench_range[0]:.4f}, {trench_range[1]:.4f}")
print(f"coherence length about {lam ** 2 / bandwidth / 1000:.0f} um")
print(f"absorption depth: hot {1e6 / alpha_hot:.2f} um, "
      f"cold {1e6 / alpha_cold:.1f} um")
print(f"depth lowers surface rise: hot {depth_deficit(mean_power, alpha_hot):.1f}"
      f" K, cold {depth_deficit(mean_power, alpha_cold):.1f} K")
print(f"mean rise {surface_rise(mean_power):.0f} K with hot properties")
print(f"mean rise {start_rise:.0f} K with {kappa_start:.0f} W/(m K), "
      f"{capacity_start / 1e6:.1f} MJ/(m3 K)")
print(f"black-body loss at peak / absorbed power {radiation:.1e}")
print(f"drop across gate oxide {oxide_drop:.3f} K "
      f"(oxide {kappa_oxide} W/(m K))")
print("ALL CHECKS PASSED")
```

Printed output:

```
wavelength 808 nm; nitride n 2.0, oxide n 1.45
silicon index: hot (4+0.05j), cold (3.7+0.006j)
liner 50, pad oxide 10, trench 300 nm
poly 100 nm on oxide 2 nm
largest matrix-Maxwell difference 1.8e-11
oxide film on n=4.0: A from 0.6400 to 0.9033
thickness period 278.6 nm
active: R 0.1577, films 0.0000, wafer 0.8423, total 0.8423
trench: R 0.0465, films 0.0000, wafer 0.9535, total 0.9535
poly: R 0.2089, films 0.0593, wafer 0.7318, total 0.7911
half trench, half active: area average A 0.8979
diffraction, period 0.4 um: A 0.8267
diffraction, period 2.0 um: A 0.8671
diffraction, period 8.0 um: A 0.8945
diffraction, period 32.0 um: A 0.8975
period 10 nm: diffraction 0.9442, mean eps 0.9441
incident 20.0 kW/cm2 for 1.0 ms
preheat 400 C; kappa 30 W/(m K)
heat capacity 2.2 MJ/(m3 K)
thermal diffusion length 116.8 um
block A fractions: active 0.50, trench 0.20, poly 0.30
block A: A 0.8492, absorbed 16.98 kW/cm2
block A: rise 746.0 K, peak 1146 C
block B fractions: active 0.10, trench 0.85, poly 0.05
block B: A 0.9343, absorbed 18.69 kW/cm2
block B: rise 820.7 K, peak 1221 C
contrast of very wide blocks 74.7 K
block period 50 um: factor 0.0704, contrast 5.3 K
block period 500 um: factor 0.6751, contrast 50.5 K
block period 5000 um: factor 1.0000, contrast 74.7 K
cold Si: active 0.8582, trench 0.9626, poly 0.8034
10 nm band: active 0.8423, trench 0.9534, poly 0.7911
15 deg cone: active 0.8405, trench 0.9424, poly 0.7898
cold Si blocks: A 0.8626, B 0.9442
trench oxide -5%, +5%: A 0.8773, 0.9851
coherence length about 65 um
absorption depth: hot 1.29 um, cold 10.7 um
depth lowers surface rise: hot 7.6 K, cold 60.4 K
mean rise 783 K with hot properties
mean rise 671 K with 45 W/(m K), 2.0 MJ/(m3 K)
black-body loss at peak / absorbed power 1.5e-03
drop across gate oxide 0.017 K (oxide 1.4 W/(m K))
ALL CHECKS PASSED
```
